# Overlayer thickness from the attenuation of a substrate photoelectron line

## Problem

A clean, flat substrate is illuminated with X-rays, and one of its photoelectron lines is recorded along the surface normal. A film is then deposited from a plasma, and the same line is recorded again with the same X-ray flux and analyser settings. Its intensity has fallen by 80 percent. The escape depth of these electrons in the film is 3 nm. Show that the film is 4.8 nm thick.

Assume that

- the film is continuous and has the same thickness $d$ everywhere;
- the film contributes no electrons to the recorded line;
- the substrate is much thicker than the depth from which its electrons can escape;
- the film does not noticeably weaken the incoming X-rays, and the interface itself removes no electrons.

"Escape depth" here means the effective attenuation length $L$ in the film: along the normal, each additional thickness $L$ of film reduces the signal by a factor $e$.

## Hints

1. Write down the fraction of the signal that remains. It is not 0.80.
2. An electron counts towards the line if it arrives without having lost energy. What fraction of such electrons does a very thin layer of film, of thickness $dx$, remove?
3. The electrons start at many different depths in the substrate. Which part of their journey is the same for all of them?
4. Take the ratio of the signals with and without the film before inserting numbers. The unknown flux and analyser sensitivity then drop out.

## Full solution

**The remaining fraction.** Let $I_0$ be the signal from the bare substrate and $I$ the signal with the film. A fall by 80 percent means

$$
\frac{I_0-I}{I_0}=0.80 ,\qquad\text{so}\qquad r\equiv\frac{I}{I_0}=1-0.80=0.20 .
$$

**Attenuation in the film.** Let $N(x)$ be the number of electrons that still belong to the line after crossing a thickness $x$ of film, measured upwards from the interface. In a uniform film every thin layer acts alike: it removes a fraction of the arriving electrons proportional to its thickness. Call this fraction $dx/L$. Then

$$
dN=-N\,\frac{dx}{L}.
$$

The minus sign expresses a loss. Dividing by $N$ and integrating from the interface, $x=0$, to the outer surface, $x=d$, gives

$$
\int_{N(0)}^{N(d)}\frac{dN}{N}=-\frac1L\int_0^d dx
\quad\Rightarrow\quad
\ln\frac{N(d)}{N(0)}=-\frac dL
\quad\Rightarrow\quad
N(d)=N(0)\,e^{-d/L}.
$$

Setting $d=L$ gives a factor $1/e$, which agrees with the stated meaning of the escape depth.

An electron that loses energy in the film may still leave the sample. It then appears at a lower kinetic energy, in the background, and no longer counts towards the line.

**Summing over the substrate.** Let $z$ be the depth below the interface and $L_s$ the escape depth in the substrate, which may differ from $L$. A substrate layer of thickness $dz$ contributes $C\,e^{-z/L_s}\,dz$ to the bare signal. The constant $C$ contains the X-ray flux, the density of emitting atoms, the emission probability and the analyser sensitivity. Hence

$$
I_0=C\int_0^\infty e^{-z/L_s}\,dz
=C\Big[-L_s e^{-z/L_s}\Big]_0^\infty
=C L_s .
$$

The infinite upper limit is justified because the substrate is much thicker than $L_s$. With the film in place, every electron must also cross the thickness $d$, whatever its starting depth. The additional factor $e^{-d/L}$ does not depend on $z$ and can be taken out of the integral:

$$
I=C\int_0^\infty e^{-z/L_s}e^{-d/L}\,dz
=e^{-d/L}\,C L_s .
$$

The ratio is

$$
r=\frac{I}{I_0}=e^{-d/L}.
$$

Both $C$ and $L_s$ have cancelled. The escape depth needed is therefore that of the substrate's electrons in the film material.

**Solving for the thickness.** Taking the natural logarithm gives $\ln r=-d/L$. Multiplying by $-L$ and using $-\ln r=\ln(1/r)$,

$$
d=L\ln\frac1r .
$$

With $L=3$ nm and $r=0.20$,

$$
d=3\ \text{nm}\times\ln 5=3\ \text{nm}\times1.609=4.83\ \text{nm}\approx4.8\ \text{nm},
$$

or about 48 Å. This is the required result.

**Checking the answer.** Inserting 4.8 nm into the exponential gives $e^{-4.8/3}=0.202$, a fall of 79.8 percent. A calculation that does not use the logarithmic formula agrees. Film and substrate are divided into thin layers, each removing its thickness divided by the local escape depth, and the film thickness is varied until 20 percent of the signal remains. The result is 4.828 nm both for $L_s=2$ nm and for $L_s=4$ nm, as the cancellation of $L_s$ requires.

The same check exposes three wrong routes:

- Reading "falls by" as "falls to" gives 0.67 nm. Such a film lowers the signal by 20 percent.
- Using the base-ten logarithm gives 2.10 nm, which lowers it by about 50 percent.
- Using a linear law, $d=0.80L$, gives 2.40 nm, which lowers it by about 55 percent.

The linear law has a proper place. When $d\ll L$, the expansion $e^{-d/L}\approx1-d/L$ gives $1-r\approx d/L$. Here $d/L$ is 1.61, far outside that limit. Layers nearer the outer surface remove fewer electrons from the line than equally thin layers near the interface, because fewer are left to remove.

**How errors enter.** For small changes in $L$ and $r$, differentiate $d=-L\ln r$:

$$
\delta d=-\ln r\;\delta L-\frac Lr\,\delta r
=\frac dL\,\delta L-L\,\frac{\delta r}{r}.
$$

The first term says that a relative error in $L$ becomes an equal relative error in $d$. If $L$ is uncertain by 10 percent, at fixed $r$, the thickness lies between 4.35 and 5.31 nm. The second term is negative because a larger remaining signal means a thinner film. For $\delta r=0.01$ at fixed $L$ its size is

$$
3\ \text{nm}\times\frac{0.01}{0.20}=0.15\ \text{nm},
$$

which corresponds to a range from 4.68 to 4.98 nm.

For thick films $r$ becomes small, and a fixed $\delta r$ does more harm. Once $r$ is no larger than $\delta r$, the estimated error is at least $L$. The small-error formula then fails, and the measurement can do little more than set a lower limit on the thickness.

## The numbers beside a real film

The values suit a fluorocarbon film left on silicon by a plasma and examined with a laboratory aluminium X-ray source. The silicon 2p electrons then have a kinetic energy of roughly 1.4 keV, and an escape depth of roughly 3 to 4 nm is a reasonable size for such a film; the problem uses the lower end of this range. A thickness of a few nanometres is also a plausible one. The result depends on how well the assumptions hold:

- **Meaning of the 3 nm.** Tables may list the inelastic mean free path, which leaves out elastic deflections. Suppose the 3 nm is of that kind. In a transport model with isotropic elastic scattering, equal scattering properties in film and substrate, and 10 percent of all collisions elastic, the effective attenuation length at this signal level is 2.77 nm. The thickness becomes 4.46 nm. The 10 percent is an assumed input of this isotropic stand-in, not the true share of elastic collisions. In a fluorocarbon at this energy elastic collisions are about as frequent as inelastic ones, but most deflect the electron only slightly; 10 percent is roughly the size of the equivalent direction-randomising (transport) scattering. For a real film the corrected thickness should therefore be read as about 4.5 nm. With elastic scattering the decay is also not exactly exponential: the effective attenuation length changes by a few percent over films of 1 to 7 nm, so it should be taken for the thickness range in question.
- **Acceptance angle.** At an angle $\theta$ from the normal the path through the film is $d/\cos\theta$, which is longer than $d$. A slightly thinner film therefore produces the same fall. For an acceptance cone of half-angle 10 degrees, averaging the straight-line attenuation over the cone, without elastic scattering, gives 4.79 nm.
- **X-ray absorption.** With a rough absorption length of 3000 nm and incidence at 55 degrees from the normal, the thickness changes from 4.83 to 4.82 nm.
- **Silicon in the film.** If silicon in the film adds to the recorded line, the true substrate fraction is smaller than the measured $r$, and the film is thicker than calculated. Separating the line of elemental silicon from chemically shifted components reduces this error.

Among the effects given numbers so far, the 10 percent uncertainty in $L$ and the confusion of the two lengths matter most. Quoting 4.828 nm as a measured thickness would claim far more than the data support; "about 5 nm" is safer unless $L$ is well known. Uneven coverage is treated in the variations.

## Variation 1: a film with bare patches

*The signal again falls by 80 percent and $L=3$ nm, but 5 percent of the area has no film. How thick is the film where it exists?*

Let $b=0.05$ be the bare fraction. Bare areas transmit the full signal and covered areas transmit $e^{-d/L}$. Weighting each by its area,

$$
r=b+(1-b)e^{-d/L}.
$$

Subtract $b$ and divide by $1-b$:

$$
e^{-d/L}=\frac{r-b}{1-b}
\quad\Rightarrow\quad
d=L\ln\frac{1-b}{r-b}.
$$

Therefore

$$
d=3\ \text{nm}\times\ln\frac{0.95}{0.15}=5.54\ \text{nm}.
$$

The thickness averaged over the whole area is $(1-b)d=0.95\times5.54\ \text{nm}=5.26$ nm. The uniform-film formula, which gives 4.83 nm, underestimates both values.

For $b\to0$ the earlier formula returns. As $b$ approaches $r$, the calculated thickness grows without limit, because the bare patches alone then supply the whole remaining signal. A bare fraction larger than 0.20 is incompatible with the measurement.

## Variation 2: a film of uneven thickness

*The film covers the whole surface, but its local thickness $t$ has a Gaussian distribution with mean $m$ and standard deviation $s=1$ nm. What is $m$ if the signal again falls by 80 percent?*

The detector averages the transmitted fraction, not the thickness. With $u=t-m$,

$$
r=e^{-m/L}\int_{-\infty}^{\infty}\frac{du}{s\sqrt{2\pi}}
\exp\!\left(-\frac{u^2}{2s^2}-\frac uL\right).
$$

Completing the square in the exponent gives

$$
-\frac{u^2}{2s^2}-\frac uL
=-\frac{(u+s^2/L)^2}{2s^2}+\frac{s^2}{2L^2}.
$$

The shifted Gaussian integrates to one, which leaves

$$
r=\exp\!\left(-\frac mL+\frac{s^2}{2L^2}\right)
\quad\Rightarrow\quad
m=L\ln\frac1r+\frac{s^2}{2L}.
$$

The correction is $1\ \text{nm}^2/(6\ \text{nm})=0.17$ nm, so $m\approx5.0$ nm. It is positive because a thin place gains more signal than an equally deviating thick place loses.

The integral formally includes negative thicknesses. This is harmless here because the centre of the shifted Gaussian, $m-s^2/L$, lies more than four standard deviations above zero. Numerical integration restricted to non-negative thicknesses gives 4.99 nm, in agreement with the formula. For a spread comparable with the mean, the Gaussian description itself would have to be replaced.

The values used here are collected in the numerical output below.

## Numbers as computed

```
MAIN RESULT
escape depth in film: 3.0 nm
signal fall: 80 percent
remaining fraction r: 0.20
ln(1/r): 1.6094
film thickness from formula: 4.828 nm
same thickness: 48.3 angstrom
layer model, substrate escape depth 2.0 nm: 4.828 nm
layer model, substrate escape depth 4.0 nm: 4.828 nm
fraction left by 4.8 nm: 0.2019
COMMON SLIPS: thickness and the fall it would really give
reading 'to 80 percent': 0.67 nm, 20.0 percent
base-ten logarithm: 2.10 nm, 50.3 percent
linear law: 2.40 nm, 55.1 percent
NEGLECTED EFFECTS: thickness for the same remaining fraction
escape depth error assumed: 10 percent
thickness range from it: 4.35 to 5.31 nm
error of r assumed: 0.01
thickness range from it: 4.68 to 4.98 nm
linear estimate of that error: 0.15 nm
bare area assumed: 5 percent
thickness of covered parts: 5.54 nm
area-averaged thickness: 5.26 nm
thickness standard deviation assumed: 1.0 nm
mean thickness with this spread: 4.99 nm
acceptance half-angle assumed: 10 degrees
thickness with this cone: 4.792 nm
X-ray absorption length assumed: 3000 nm
X-ray incidence from normal: 55 degrees
thickness with X-ray absorption: 4.820 nm
elastic-scattering albedo assumed: 0.10
effective attenuation length if 3 nm is the inelastic mean free path: 2.77 nm
thickness in that case: 4.46 nm
```
